\section*{Current and Noise of a Trap Chain from a Counting-Field Eigenvalue}

\section{Result and conventions}

Electrons cross an insulating film by hopping along $N$ traps, each empty or singly occupied. The $2^N$ occupation states have probabilities $p$ obeying $\dot p=Lp$ with constant rates. Let $J_+$ and $J_-$ contain the off-diagonal rates of moves that carry an electron forward and backward through one chosen cut, and define
\begin{equation}
L(\chi)=L+(e^{\chi}-1)J_++(e^{-\chi}-1)J_- .
\label{tilt}
\end{equation}
If $\lambda(\chi)$ is its eigenvalue of largest real part, the mean current and the one-sided zero-frequency noise are
\begin{equation}
I=e\lambda'(0),\qquad S=2e^2\lambda''(0).
\label{result}
\end{equation}
Both derivatives follow from linear solves at $\chi=0$. With $p$ the stationary vector, $\mathbf 1^T$ a row of ones, $L'=J_+-J_-$ and $L''=J_++J_-$,
\begin{align}
\lambda'&=\mathbf 1^TL'p, \label{first}\\
Lp_1&=(\lambda'-L')p,\qquad \mathbf 1^Tp_1=0, \label{response}\\
\lambda''&=\mathbf 1^TL''p+2\,\mathbf 1^TL'p_1. \label{second}
\end{align}
The algebra uses atomic units, so $e=\hbar=1$, and $T$ denotes thermal energy. Current is positive in the direction of electron flow, from emitter to collector. The Fano factor is $F=\lambda''/\lambda'$ for $\lambda'>0$; independent one-way (Poisson) transfers give $F=1$.

\section{Derivation}

\subsection{From counting to an eigenvalue}

Let $p(n,t)$ be the vector of state probabilities when the net number $n$ has crossed the cut. Counted moves change $n$ by one, so
\begin{equation}
\dot p(n)=(L-J_+-J_-)p(n)+J_+p(n-1)+J_-p(n+1).
\label{numberresolved}
\end{equation}
Multiply by $e^{\chi n}$ and sum over $n$. Shifting the summation index turns the last two terms into $e^{\chi}J_+$ and $e^{-\chi}J_-$ acting on $p(\chi,t)=\sum_n e^{\chi n}p(n,t)$. Hence $\dot p(\chi,t)=L(\chi)p(\chi,t)$.

Assume that every state can be reached from every other. For real $\chi$ the off-diagonal elements of $L(\chi)$ are non-negative. Adding a large multiple of the identity makes the whole matrix non-negative without changing its eigenvectors, and the Perron--Frobenius theorem then gives a real, simple dominant eigenvalue with positive left and right eigenvectors. At long times
\begin{equation}
\ln\langle e^{\chi n}\rangle=t\lambda(\chi)+\ln c(\chi)+\text{decaying terms},
\end{equation}
with $c(\chi)>0$ set by the initial state. The first two derivatives at $\chi=0$ are the mean and variance of $n$, which therefore grow at the rates $\lambda'(0)$ and $\lambda''(0)$.

If $C(\tau)$ is the current autocorrelation, the variance grows at the rate $\int_{-\infty}^{\infty}C\,d\tau$. The one-sided noise is twice this integral, which gives the factor 2 in (\ref{result}). ``Zero frequency'' means far below the slowest relaxation rate of the system.

\subsection{Derivatives without differencing}

Normalize the right eigenvector by $\mathbf 1^Tp(\chi)=1$, so that $\mathbf 1^Tp_1=\mathbf 1^Tp_2=0$ for its first and second derivatives. Differentiating $L(\chi)p(\chi)=\lambda(\chi)p(\chi)$ and using $\lambda(0)=0$ gives
\begin{align}
L'p+Lp_1&=\lambda'p,\\
L''p+2L'p_1+Lp_2&=\lambda''p+2\lambda'p_1 .
\end{align}
Probability conservation means $\mathbf 1^TL=0$. Multiplying both lines by $\mathbf 1^T$ removes the terms in $Lp_1$, $Lp_2$ and $\lambda'p_1$ and leaves (\ref{first}) and (\ref{second}). The first line itself is (\ref{response}).

Since $L$ is singular, border it with a column $u$ of ones and a row of ones:
\begin{equation}
\begin{pmatrix}L/\gamma&u\\ \mathbf 1^T&0\end{pmatrix}
\begin{pmatrix}x\\ \alpha\end{pmatrix}
=\begin{pmatrix}r/\gamma\\ s\end{pmatrix},
\label{border}
\end{equation}
where $\gamma$ is the largest matrix element in magnitude. To see that this matrix is invertible, set $r=s=0$. Multiplying the upper rows by $\mathbf 1^T$ gives $2^N\alpha=0$. Then $Lx=0$ makes $x$ proportional to $p$, and $\mathbf 1^Tx=0$ makes it vanish. The choice $r=0,s=1$ yields $p$; the choice $r=(\lambda'-L')p,s=0$ yields $p_1$. One factorization serves both, at a cost of about $\tfrac13\,8^N$ multiply--add pairs for dense matrices.

\subsection{The cut does not matter}

Cuts $b$ and $b+1$ lie on either side of trap $b+1$, whose occupation is $m$. With $D=\mathrm{diag}(e^{\chi m})$,
\begin{equation}
L_b(\chi)=D\,L_{b+1}(\chi)\,D^{-1}.
\end{equation}
Filling the trap through cut $b$ acquires $e^{\chi}$ from $D$. Emptying it through cut $b+1$ acquires $e^{-\chi}$, which cancels the factor already there. The reverse moves follow with opposite signs. Similar matrices have the same eigenvalues, so $\lambda(\chi)$ is common to all cuts. The terminal current, including displacement current, is a weighted mean of the cut currents with weights summing to one. Since the numbers counted at different cuts differ by at most $N$, it has the same mean and zero-frequency noise.

\section{The single trap}

Let $a$ and $c$ be the rates in from and out to the emitter, and $b$ and $d$ the rates out to and in from the collector. Counting at the collector, with the states ordered empty, full,
\begin{equation}
L(\chi)=\begin{pmatrix}-(a+d)&c+be^{\chi}\\ a+de^{-\chi}&-(b+c)\end{pmatrix}.
\end{equation}
The characteristic equation is $(\lambda+a+d)(\lambda+b+c)=(c+be^\chi)(a+de^{-\chi})$. With $K=a+b+c+d$, the terms $ac$ and $bd$ cancel on expansion, leaving
\begin{equation}
\lambda^2+K\lambda=ab(e^\chi-1)+cd(e^{-\chi}-1).
\end{equation}
Differentiate once and twice, then set $\chi=\lambda=0$:
\begin{equation}
\lambda'=\frac{ab-cd}{K},\qquad
\lambda''=\frac{ab+cd-2\lambda'^2}{K}.
\label{single}
\end{equation}
For $a,b,c,d=3,2,0.7,0.4$ (any common rate unit), $K=6.1$, $\lambda'=(6-0.28)/6.1=0.937705$ and $\lambda''=(6.28-1.758581)/6.1=0.741216$. The bordered solution returns the same values.

For one-way flow, $c=d=0$ and
\begin{equation}
F=1-\frac{2ab}{(a+b)^2}.
\end{equation}
This tends to 1 when either rate is much smaller than the other. Because $4ab\le(a+b)^2$, it cannot fall below $1/2$, reached at $a=b$.

\section{Rates and thermodynamic checks}

A hop over distance $d$ with energy change $\Delta E$ and relaxation energy $\Lambda$ has the Marcus rate
\begin{equation}
k=2\pi t_0^2e^{-2\kappa d}g(\Delta E),\qquad
g(x)=\frac{e^{-(x+\Lambda)^2/(4\Lambda T)}}{\sqrt{4\pi\Lambda T}},
\label{marcus}
\end{equation}
valid for weak coupling and classical lattice motion. At a contact with tunnelling rate $\Gamma$ and Fermi function $f$, let $\Delta$ be the energy cost of filling the trap, measured from that contact's Fermi level. Then
\begin{equation}
k_{\rm in}=2\Gamma\!\int\! f(E)g(\Delta-E)dE,\quad
k_{\rm out}=\Gamma\!\int\![1-f(E)]g(E-\Delta)dE .
\end{equation}
The factor 2 counts the spins that can enter an empty trap. Since $g(-x)=e^{x/T}g(x)$ and $f=e^{-E/T}(1-f)$, it follows that $k_{\rm in}/k_{\rm out}=2e^{-\Delta/T}$.

Let $V$ be the Fermi-level difference between the contacts. Weight each state by $w=2^{m}e^{-E_s/T}$, where $m$ is its electron number and $E_s$ its energy relative to the emitter Fermi level. Every move then balances its reverse, except that at the collector $k_{\rm out}w_{\rm full}=e^{V/T}k_{\rm in}w_{\rm empty}$. With $W=\mathrm{diag}(w)$ and counting at the collector, this gives $L(\chi)W=W\,L(-\chi-V/T)^T$, and hence
\begin{equation}
\lambda(\chi)=\lambda(-\chi-V/T).
\end{equation}
Set $\chi=-V/T$. The right side is $\lambda(0)=0$, so expansion at small $V$, with $\lambda'=GV$, gives
\begin{equation}
0=-\frac{GV^2}{T}+\frac{\lambda''V^2}{2T^2}+O(V^3),
\end{equation}
or $\lambda''=2TG$ and $S=4TG$ at equilibrium. For the four-trap chain below, both sides of $\lambda''=2TG$ equal $8.058\times10^5\ \mathrm{s^{-1}}$, with $G$ obtained separately from the current at small positive and negative bias.

\section{A four-trap path}

The film is 5 nm thick, at 300 K and 1 V, so the field is 2 MV/cm. Traps lie at 0.8, 1.8, 2.9 and 3.9 nm. Their depth is 1.2 eV and the tunnelling mass 0.3 electron masses, giving $\kappa=3.074\ \mathrm{nm^{-1}}$. The relaxation energy is 0.8 eV for hops and 0.4 eV at contacts. The coupling prefactor is $t_0=0.05$ eV, and $\Gamma=10^{13}e^{-2\kappa d}\ \mathrm{s^{-1}}$. Trap repulsion, screened by the film and both electrodes, is 0.035--0.038 eV between neighbours.

The first hop lowers the energy by 0.200 eV. With $T=0.02585$ eV, the exponent in $g$ is $0.600^2/(4\times0.8\times0.02585)=4.35$, so $g=0.0253\ \mathrm{eV^{-1}}$. Restoring $\hbar$,
\begin{equation}
k=\frac{2\pi(0.05\ \mathrm{eV})^2}{\hbar}\,e^{-6.148}\,(0.0253\ \mathrm{eV^{-1}})
=1.29\times10^9\ \mathrm{s^{-1}} .
\end{equation}
With the other traps empty, the five forward rates from emitter to collector are $1.81$, $1.29$, $0.93$, $1.29$ and $3.45$ in units of $10^9\ \mathrm{s^{-1}}$. The linear solves give
\begin{equation}
\lambda'=4.256\times10^8\ \mathrm{s^{-1}},\qquad
\lambda''=1.204\times10^8\ \mathrm{s^{-1}} .
\end{equation}
Thus $I=6.82\times10^{-11}$ A (68 pA), $S=6.18\times10^{-30}\ \mathrm{A^2/Hz}$ and $F=0.283$. The slowest relaxation rate, $1.14\times10^9\ \mathrm{s^{-1}}$, corresponds to 181 MHz; the noise value applies well below that frequency.

One trap at mid-film, with the same film, bias and prefactors, has $a=2.114\times10^6$ and $b=1.918\times10^6\ \mathrm{s^{-1}}$ and negligible reverse rates. Equation (\ref{single}) gives $\lambda'=ab/(a+b)=1.006\times10^6\ \mathrm{s^{-1}}$, or 0.161 pA, and $F=0.501$. The chain carries about 420 times more current because its tunnelling distances are shorter, and its Fano factor lies below the one-trap, one-way limit of $1/2$. That reduction needs comparable steps: slowing both directions of the emitter contact by 1000 raises the chain's $F$ to 0.995. The mid-film values use a constant $\kappa$. Over 2.5 nm the field tilts the barrier strongly: including the tilt in the contact rates gives $a=4.7\times10^5$ and $b=1.09\times10^7\ \mathrm{s^{-1}}$, hence 0.072 pA and $F=0.92$. The chain's $F$ then stays at 0.28 and the current ratio becomes about 920.

At 0.01 V the chain has $F=5.23$, close to the linear-response value $2T/V=5.17$. Here $F>1$ reflects thermal noise divided by a small mean current, not bunched transfers. At 0.1, 0.25 and 0.5 V, $F$ is 0.94, 0.67 and 0.41.

\section{Error analysis}

\subsection{Finite differences}

The three-point estimate of $\lambda''$ has truncation error $h^2\lambda^{(4)}/12$ and a rounding error of order $\delta/h^2$, where $\delta$ is the combined absolute error of the computed eigenvalues. Relative to $\lambda''$, the measured errors are:
\begin{center}
\begin{tabular}{cc}
$h$ & relative error\\
$10^{-1}$ & $2.8\times10^{-5}$\\
$10^{-3}$ & $5.4\times10^{-8}$\\
$10^{-5}$ & $6.6\times10^{-4}$\\
$10^{-7}$ & $4.3$
\end{tabular}
\end{center}
The last three rows, multiplied by $h^2\lambda''$, give $\delta=6.5$, $7.9$ and $5.2\times10^{-6}\ \mathrm{s^{-1}}$. This near constancy identifies rounding. Compared with the largest rate listed above, $\delta$ is about $2\times10^{-15}$, a small multiple of double precision.

Fit the relative error by $Ah^2+B/h^2$, with $A=2.8\times10^{-3}$ from the first row and $B=5.4\times10^{-14}$ from the second. The fitted curve has its minimum at $h=(B/A)^{1/4}\approx2\times10^{-3}$, where it gives an error of $2\sqrt{AB}\approx2.5\times10^{-8}$. Rounding errors scatter from one step to the next, so this is a guide to a good step and a rough error size, not a prediction for a single evaluation. A five-point formula at $h=0.02$ agrees with the linear solves to all seven printed digits in both derivatives.

\subsection{Linear solves and direct counting}

The linear solves have no truncation error, but (\ref{second}) contains a subtraction. At the collector, backward moves are negligible at 1 V, so its first term is nearly $\lambda'=4.26\times10^8\ \mathrm{s^{-1}}$ and its second is $-3.05\times10^8\ \mathrm{s^{-1}}$. The sum of magnitudes is about six times $\lambda''$, so little accuracy is lost. A slow relaxation rate $g_0$ makes $L$ nearly singular a second time; $\gamma/g_0$ times machine precision then estimates the relative error, though it is not a bound.

Equation (\ref{numberresolved}) provides a check that uses no eigenvalue. Starting from an empty chain, it was propagated for times $20/\lambda'$ and $40/\lambda'$. The growth of the mean and variance between them reproduces $\lambda'$ and $\lambda''$ to seven digits.

\subsection{A slow neighbour}

Suppose a trap beside the path fills and empties at equal rates $R/2$, changing the path's $\lambda'$ by $\Delta$. If $R$ is far below the path's own relaxation rate, the path follows each setting. To first order in $\chi$, the two settings have eigenvalues $\pm\Delta\chi/2$ about their average, and switching couples them:
\begin{equation}
\begin{pmatrix}\Delta\chi/2-R/2&R/2\\ R/2&-\Delta\chi/2-R/2\end{pmatrix}.
\end{equation}
The larger eigenvalue is $\tfrac12\bigl(\sqrt{R^2+\Delta^2\chi^2}-R\bigr)$. Its second derivative at zero, $\Delta^2/(2R)$, adds to the average $\lambda''$ of the two settings.

For a side trap 2 nm away at mid-depth, filling it lowers the current by 5.2\%, so $\Delta=2.2\times10^7\ \mathrm{s^{-1}}$ in magnitude. For an assumed slow trap with $R=2\times10^4\ \mathrm{s^{-1}}$, the added term is $1.2\times10^{10}\ \mathrm{s^{-1}}$, about 100 times the isolated chain's $\lambda''$. Solving the enlarged 32-state matrix gives a total ratio of 102. This noise is white only well below $R/2\pi\approx3$ kHz. The size of the effect depends on the assumed $R$. A side trap with the contact rates of the mid-film trap above would have $R\approx4\times10^6\ \mathrm{s^{-1}}$, and the added term would be only about half the isolated chain's $\lambda''$. A hundredfold rise needs a trap that exchanges electrons much more slowly, for example because the lattice relaxes more strongly around it. Hops to and from the path must be slow as well: with the hop parameters used here, they alone give a trap 2 nm away an exchange rate near $10^6\ \mathrm{s^{-1}}$.

For the slow trap, the eigenvalue bends on the scale $\chi\sim R/|\Delta|\approx9\times10^{-4}$. A three-point difference at $h=10^{-3}$, the best step tabulated for the isolated chain, would underestimate the added term by about 20\%, as follows from inserting $\Delta h/R=1.1$ into the square root. The linear solves need no such step.

\section{Relation to a real film}

The permittivity of 25, mass, depth and relaxation energies are rough values in the regime of a zirconium dioxide capacitor or gate film; couplings and positions are chosen. The field is half an assumed, rough breakdown field of 4 MV/cm. Traps about 1 nm apart throughout the film would mean roughly $10^{21}\ \mathrm{cm^{-3}}$, so the path represents a dense local cluster, not a typical region. A WKB estimate of direct tunnelling, with the model's 1.3 eV barrier and free-electron electrodes, gives $1.8\times10^{-3}\ \mathrm{A/cm^2}$; an area of 3.8 $\mu\mathrm{m}^2$ would match this one path. The estimate is very sensitive to its inputs: a tunnelling mass of 0.33 gives $5\times10^{-4}\ \mathrm{A/cm^2}$, and barriers of 1.5 and 1.8 eV give $1\times10^{-4}$ and $2\times10^{-6}\ \mathrm{A/cm^2}$. Real devices break the assumption of static surroundings, and the side-trap example shows that a sufficiently slow neighbour can raise the low-frequency noise a hundredfold while moving the current by a few per cent.

Four other changes, made one at a time, affect the current more than $F$. Replacing classical lattice motion by a 0.05 eV phonon multiplies it by 1.6, raising $\kappa$ by 10\% by 0.54, operation at 360 K by 1.8, and allowing longer hops by 1.05. In these four runs $F$ stays between 0.27 and 0.29. The phonon factor depends on the assumed phonon energy: it is about 1.2 at 0.03 eV and 2.7 at 0.08 eV. Removing trap repulsion changes the current by only 2\% but raises $F$ to 0.33. Barrier tilt would multiply the emitter and collector tunnelling rates by 0.85 and 1.38. A crude on-site repulsion of 0.18 eV reduces the energy factor $g$ of the first hop to about 5\% of its value when the receiving trap is already occupied; if lattice relaxation cancelled that repulsion, double occupancy would have to be included. The current is therefore an order-of-magnitude result, and $F\approx0.3$ describes this isolated path with its chosen, nearly balanced steps. Doubling or halving $t_0$ gives $F=0.36$ or $0.34$, multiplying $\Gamma$ by 10 or 0.1 gives 0.35 or 0.54, and moving an inner trap by 0.2 nm gave 0.37--0.40 in the cases tried. The numerical output gives the remaining inputs and intermediate values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
film 5.0 nm, bias 1.0 V, field 2.0 MV/cm, T 300 K
trap positions (nm): 0.8 1.8 2.9 3.9
depth 1.2 eV, zero-bias level 0.1 eV, mass 0.3 m_e
relaxation: hop 0.8 eV, contact 0.4 eV
coupling prefactor 0.05 eV, contact prefactor 1e+13 1/s
relative permittivity 25, phonon 0.05 eV
kT = 0.02585 eV, decay constant = 3.0739 1/nm
levels at bias (eV): -0.060 -0.260 -0.480 -0.680
neighbour repulsion (eV): 0.0346 0.0365 0.0382
site 0->1, else empty: forward 1.807e+09, back 8.872e+07 1/s
site 1->2, else empty: forward 1.290e+09, back 5.632e+05 1/s
site 2->3, else empty: forward 9.276e+08, back 1.869e+05 1/s
site 3->4, else empty: forward 1.290e+09, back 5.632e+05 1/s
site 4->5, else empty: forward 3.448e+09, back 2.903e+04 1/s
mean trap occupations: 0.5767 0.4710 0.2919 0.1157
lambda' = 4.256269e+08 1/s, lambda'' = 1.203719e+08 1/s
finite difference: 4.256269e+08, 1.203719e+08 1/s
number propagation: 4.256269e+08, 1.203719e+08 1/s
current = 6.8193e-11 A, Fano factor = 0.2828
noise S = 6.1798e-30 A^2/Hz
slowest relaxation rate = 1.138e+09 1/s, corner = 1.811e+08 Hz
3-point step 1e-01: relative error of lambda'' 2.8e-05
3-point step 1e-03: relative error of lambda'' 5.4e-08
3-point step 1e-05: relative error of lambda'' 6.6e-04
3-point step 1e-07: relative error of lambda'' 4.3e+00
test trap a,b,c,d = 3.0,2.0,0.7,0.4: lambda' 0.937705, lambda'' 0.741216
mid-film trap: a 2.114e+06, b 1.918e+06 1/s
mid-film trap: c 2.015e-01, d 3.193e-04 1/s
mid-film trap: current 1.611e-13 A, Fano 0.5012
zero bias: lambda'' 8.0579e+05, 2kT dlambda'/dV 8.0579e+05 1/s
bias 0.01 V: current 2.491e-14 A, Fano 5.2251
bias 0.10 V: current 3.166e-13 A, Fano 0.9372
bias 0.25 V: current 1.691e-12 A, Fano 0.6710
bias 0.50 V: current 9.302e-12 A, Fano 0.4141
bias 1.00 V: current 6.819e-11 A, Fano 0.2828
injection slowed 1000 times: Fano 0.9949
no trap repulsion: current ratio 0.978, Fano 0.3279
quantum phonons: current ratio 1.614, Fano 0.2717
all long hops: current ratio 1.047, Fano 0.2882
decay constant +10%: current ratio 0.539, Fano 0.2879
360 K: current ratio 1.773, Fano 0.2791
barrier tilt factors: emitter 0.852, collector 1.377
on-site repulsion estimate 0.177 eV, double-filling hop ratio 0.052
electronic/nuclear frequency ratio 0.0083
direct tunnelling 1.77e-03 A/cm^2
area with direct current equal to path: 3.844 um^2
field / rough assumed breakdown field of 4 MV/cm: 0.50
side trap: distance 2.0 nm, each switching rate 1e+04 1/s
side-trap level shifts (eV): 0.0059 0.0124 0.0137 0.0081
side trap filled: current ratio 0.9482
noise with / without side trap: 102.0
\end{verbatim}
